Quantum Momentum and Decoherence in Coupled-Trajectory Dynamics

**Q:** An Ehrenfest trajectory carries electronic amplitudes that stay mixed long after the nuclear packets have separated. You want to repair this with a "quantum momentum". Where would such a term come from, if it is not put in by hand?

**A:** From writing the molecular wavefunction as one product. Let ν label the nuclear Cartesian coordinates R_ν, with masses M_ν and ∂_ν = ∂/∂R_ν. A repeated ν is summed. The Hamiltonian is −ħ²∂_ν²/(2M_ν) + H_BO(r,R). In Gaussian units the charge e enters through the Coulomb terms of H_BO, which is taken as time-independent and without magnetic fields. Write

Ψ(r,R,t) = χ(R,t) Φ_R(r,t), ⟨Φ|Φ⟩ = 1 at every R,

where brackets integrate over electrons. Define

A_ν = ⟨Φ|−iħ∂_νΦ⟩, D_ν = −iħ∂_ν − A_ν, π_ν = −iħ∂_ν + A_ν.

A_ν is real because the norm of Φ is constant, and ⟨Φ|D_νΦ⟩ = 0 by definition. In the product rule A cancels:

−iħ∂_ν(χΦ) = (π_νχ)Φ + χD_νΦ.

Applying the rule again to each term gives

(−iħ∂_ν)²(χΦ) = (π_ν²χ)Φ + 2(π_νχ)D_νΦ + χD_ν²Φ.

The Schrödinger equation then reads

iħ(Φ∂_tχ + χ∂_tΦ) = Φ π_ν²χ/(2M_ν) + χ(H_BO + U)Φ,
U = (1/M_ν)[(π_νχ/χ)D_ν + D_ν²/2].

Project on Φ, then subtract Φ times the result and divide by χ where χ ≠ 0:

iħ∂_tχ = [π_ν²/(2M_ν) + ε]χ, ε = ⟨Φ|H_BO + U − iħ∂_t|Φ⟩,
iħ∂_tΦ = [H_BO + U − ε]Φ.

**Q:** The factorization has a free phase. Can anything physical hang on π_νχ/χ?

**A:** Yes, because that ratio is gauge invariant. Under χ → e^(−iθ/ħ)χ and Φ → e^(iθ/ħ)Φ, A_ν gains ∂_νθ while the phase S of χ loses θ. With χ = √n e^(iS/ħ),

π_νχ/χ = ∂_νS + A_ν − iħ∂_νn/(2n) = P_ν + iQ_ν,
P_ν = ∂_νS + A_ν = M_νv_ν, Q_ν = −ħ∂_νn/(2n).

P is the momentum field and Q is the quantum momentum. Q points down the density gradient, so it points outward on the flanks of a packet.

**Q:** Trajectories need equations along their own motion.

**A:** Use d/dt = ∂_t + v_ν∂_ν. The real part of U contributes v_νD_νΦ = −iħv_ν∂_νΦ − v_νA_νΦ, and its first piece cancels the added iħv_ν∂_νΦ. What remains is still exact:

iħ dΦ/dt = [H_BO − λ + iQ_νD_ν/M_ν + D_ν²/(2M_ν)]Φ, λ = ε + v_νA_ν.

Expand in adiabatic states, Φ = Σ_l C_lφ_l, with H_BOφ_l = E_lφ_l and d_lk,ν = ⟨φ_l|∂_νφ_k⟩. Since C_l = ⟨φ_l|Φ⟩ and orthonormality gives ⟨∂_νφ_l|φ_k⟩ = −d_lk,ν,

dC_l/dt = −(i/ħ)(E_l − λ)C_l − Σ_k v_νd_lk,νC_k
 + (Q_ν/ħM_ν)⟨φ_l|D_νΦ⟩ − (i/2ħM_ν)⟨φ_l|D_ν²Φ⟩.

For the population ρ_l = |C_l|², take 2Re(C_l* dC_l/dt). Differentiating ⟨Φ|D_νΦ⟩ = 0 gives ⟨Φ|D_ν²Φ⟩ = ⟨D_νΦ|D_νΦ⟩, which is real, and ⟨Φ|∂_tΦ⟩ is imaginary because the norm is constant. Hence ε and λ are real, and the λ term drops out as a common phase:

dρ_l/dt = −2Re Σ_k v_νd_lk,νC_l*C_k
 + (2Q_ν/ħM_ν)Re(C_l*⟨φ_l|D_νΦ⟩) + (1/ħM_ν)Im(C_l*⟨φ_l|D_ν²Φ⟩).

This was tested on a packet crossing a one-dimensional avoided crossing, using time differences of the grid wavefunction for the left side. The largest mismatch was 1.6×10⁻⁵ of the largest rate, in the region where n exceeds a thousandth of its maximum. The rms sizes of the three terms at the chosen time were 3.4×10⁻³, 3.3×10⁻⁴ and 1.0×10⁻⁴ atomic units.

**Q:** I see a quantum momentum, but no force difference.

**A:** It sits inside D. Go to a region where the couplings vanish and write C_l = |C_l|e^(iγ_l/ħ), f_l,ν = ∂_νγ_l. Then

A_ν = Σ_l ρ_lf_l,ν − (iħ/2)∂_νΣ_lρ_l = Σ_l ρ_lf_l,ν ≡ f̄_ν,

because the populations sum to one. With a_l,ν = f_l,ν − f̄_ν and g_l,ν = ∂_ν ln|C_l|,

⟨φ_l|D_νΦ⟩ = (a_l,ν − iħg_l,ν)C_l.

The real part needed in the Q term is ρ_la_l,ν, so g_l affects only phases there. Acting with D_ν again,

⟨φ_l|D_ν²Φ⟩ = [(a_l,ν − iħg_l,ν)² − iħ∂_νa_l,ν − ħ²∂_νg_l,ν]C_l.

Multiplied by C_l*, its imaginary part is −ħ(2ρ_lg_l,νa_l,ν + ρ_l∂_νa_l,ν) = −ħ∂_ν(ρ_la_l,ν), since 2ρ_lg_l,ν = ∂_νρ_l. Therefore

dρ_l/dt = (2Q_ν/ħM_ν)ρ_l(f_l,ν − f̄_ν) − (1/M_ν)∂_ν[ρ_l(f_l,ν − f̄_ν)].

**Q:** Those f_l are phase gradients. Why call them accumulated forces?

**A:** That is the first approximation. Without couplings, each branch χC_l = √n_l e^(is_l/ħ), with s_l = S + γ_l, obeys its own Schrödinger equation. The real part of that equation is

∂_ts_l + (∂_νs_l)²/(2M_ν) + E_l + W_l = 0, W_l = −ħ²∂_ν²√n_l/(2M_ν√n_l).

Take ∂_μ, set p_l,μ = ∂_μs_l, and follow the common velocity v instead of the branch velocity:

dp_l,μ/dt = −∂_μ(E_l + W_l) + (v_ν − p_l,ν/M_ν)∂_νp_l,μ.

If the branch momentum fields are nearly uniform and the W_l vary slowly in space, the extra terms are small. Since f_l − f_k = p_l − p_k,

d(f_l − f_k)/dt ≈ −∇(E_l − E_k).

Only differences enter the amplitude equation, so each trajectory may carry f_l = −∫∇E_l dt, with all f_l started together at the moment the branches form, when their momenta are taken as equal. That last assumption can fail at an avoided crossing. In the crossing model above the gap grows from 0.02 at the crossing point to 0.04, and at a speed near 0.012 the accumulated difference reaches at most about −1.7, when started at the crossing point. The upper and lower phase gradients on the grid differ by about −3 after the crossing, as energy conservation over the full gap requires.

**Q:** And the final amplitude equation?

**A:** Drop the D² term, the couplings inside the Q term, and g_l. Up to a common phase,

dC_l/dt = −(i/ħ)E_lC_l − Σ_k v_νd_lk,νC_k + (Q_ν/ħM_ν)(f_l,ν − Σ_kρ_kf_k,ν)C_l.

Because Σ_kρ_k = 1, the last term alone gives

dρ_l/dt|_Q = Σ_k (2Q_ν/ħM_ν)(f_l,ν − f_k,ν)ρ_lρ_k.

The summand is antisymmetric in l and k, so the norm on each trajectory is conserved. For two states,

d ln(ρ₁/ρ₂)/dt|_Q = (2Q_ν/ħM_ν)(f₁,ν − f₂,ν).

While the density has a single peak, Q and f₁ − f₂ are parallel on the side of the maximum toward which state 1 has been pushed harder, and state 1 gains weight there. On the other side it loses weight. Once the density has split into two peaks, Q reverses between them, and there the local Q term works against the sorting. Equal accumulated forces give no effect, and a trajectory wholly on one adiabatic state stays there under this term.

**Q:** A population ratio that grows is not yet decoherence. With ρ₁ < ρ₂, a growing ρ₁ makes the state more mixed.

**A:** On one trajectory, yes. The statement concerns the ensemble. Let an overbar denote the trajectory average, and suppose that the average population keeps its value w₁, with w₂ = 1 − w₁. Then

avg(ρ₁ρ₂) = avg(ρ₁) − avg(ρ₁²) = w₁w₂ − Var(ρ₁).

If all trajectories leave the coupling region with the same ρ₁, the variance starts at zero. The Q term acts with opposite signs on the two sides of the packet, creates variance, and so lowers the mean mixing.

For short times in one dimension, take a Gaussian density of standard deviation σ and centre R₀, for which Q = ħ(R − R₀)/(2σ²). The relative displacement of the branches is Δx = ∫(f₁ − f₂)dt/M. With R nearly fixed,

δρ₁ ≈ w₁w₂(R − R₀)Δx/σ²,
avg(ρ₁ρ₂) ≈ w₁w₂ − (w₁w₂)²(Δx/σ)².

**Q:** You assumed that the average population is conserved. Is it?

**A:** Not by the Q term alone. With the continuity equation for n, the average changes at the rate ∫n(dρ_l/dt)dR. Since 2nQ_ν/ħ = −∂_νn, the two terms of the exact branch law combine into

−(1/M_ν)[(∂_νn)ρ_la_l,ν + n∂_ν(ρ_la_l,ν)] = −(1/M_ν)∂_ν(nρ_la_l,ν),

which integrates to zero. The Q term alone leaves ∫n∂_ν(ρ_la_l,ν)dR/M_ν, in general not zero. The approximation has therefore broken a conservation law.

The repair is to require, for each pair and coordinate,

Σ_traj Q_lk,ν ρ_lρ_k(f_l,ν − f_k,ν) = 0.

Keeping the Gaussian slope, this fixes a centre for each pair:

Q_lk = ħ(R − R_lk)/(2σ²),
R_lk = Σ_traj Rρ_lρ_k(f_l − f_k) / Σ_traj ρ_lρ_k(f_l − f_k).

This couples the trajectories. It fails if the weights cancel in the denominator, as can happen when force differences change sign across the ensemble.

**Q:** Moving the centre looks like bookkeeping. Does it have any physics?

**A:** Take two Gaussian branches of fixed, equal width, with midpoint R_m, midpoint velocity v_m and relative velocity Δv. The ratio of their densities gives

ln(ρ₁/ρ₂) = ln(w₁/w₂) + (R − R_m)Δx/σ².

Differentiate along the flow:

d ln(ρ₁/ρ₂)/dt = (R − R_m)Δv/σ² + (v − v_m)Δx/σ².

The first term is the Q term with its centre at R_m. For equal weights, symmetry puts R_lk there. The second term is absent from the trajectories. Since v − v_m = (ρ₁ − ρ₂)Δv/2, for separating branches it strengthens whichever state already dominates. In this equal-weight case the trajectory method thus lacks a contribution that speeds up the sorting.

**Q:** The nuclei must also feel the change of populations. What is the force?

**A:** In one dimension, with primes for ∂/∂R, start from nP = ħ Im⟨Ψ|Ψ'⟩. Inserting ∂_tΨ = (iħ/2M)Ψ'' − (i/ħ)H_BOΨ gives

∂_t(nP) = −⟨Ψ|H_BO'|Ψ⟩ − T',
T = (ħ²/2M)(⟨Ψ'|Ψ'⟩ − Re⟨Ψ|Ψ''⟩).

From n'' = 2⟨Ψ'|Ψ'⟩ + 2Re⟨Ψ|Ψ''⟩ one finds T = ħ²⟨Ψ'|Ψ'⟩/M − ħ²n''/(4M). The product rule and ⟨Φ|DΦ⟩ = 0 give ħ²⟨Ψ'|Ψ'⟩ = n(P² + Q² + G), with G = ⟨DΦ|DΦ⟩. As nQ² = ħ²n'²/(4n),

T = n(P² + G)/M − (ħ²/4M)n(ln n)''.

Continuity, ∂_tn + (nP/M)' = 0, turns ∂_t(nP) + (nP²/M)' into n dP/dt:

dP/dt = −⟨Φ|H_BO'|Φ⟩ − (nG)'/(nM) + (ħ²/4Mn)[n(ln n)'']'.

On the avoided-crossing grid this held to 1.2×10⁻⁵ of the largest force. The middle term equals 2QG/(ħM) − G'/M. Without couplings,

G = Σ_lρ_l(f_l − f̄)² + ħ²Σ_l(|C_l|')².

The trajectory method keeps 2Q/(ħM) times the first sum, and drops the second sum, G' and the last force term. The dropped G'/M is small only at the onset: in the two-branch example below its rms is about 0.06, 0.27 and 3 times that of the kept term at t = 200, 400 and 800.

For several coordinates, the matching force follows from momentum accounting. Away from couplings P_μ = ∂_μS + A_μ = Σ_lρ_lp_l,μ. With accumulated forces p_l,μ ≈ P_μ(0) + f_l,μ, where P_μ(0) is the momentum at their common start. This gives P_μ = P_μ(0) + Σ_lρ_lf_l,μ, so dP_μ/dt = −Σ_lρ_l∂_μE_l + Σ_l(dρ_l/dt)f_l,μ. Inserting the Q rate, and restoring the full mean force where couplings act,

M_μdv_μ/dt = −⟨∂_μH_BO⟩ + (2Q_ν/ħM_ν)[Σ_lρ_lf_l,νf_l,μ − f̄_νf̄_μ].

With pair centres, the bracket is split into pairs l < k, ρ_lρ_k(f_l,ν − f_k,ν)(f_l,μ − f_k,μ), each with its own Q_lk,ν.

**Q:** Show me one rate in numbers.

**A:** Take round parameters in atomic units: M = 10000, σ = 0.5, weights 0.7 and 0.3, no coupling, and constant forces +0.02 and −0.02. The branches start together at rest and separate by Δx = 0.02t²/M. At t = 400 the accumulated force difference is 0.04 × 400 = 16.00; the grid phase gradients differ by 15.95. At R = 0.498 the grid gives Q = 0.7896 and ρ₁ = 0.8147, hence ρ₂ = 0.1853. The Q term is

2 × 0.7896/10000 × 0.8147 × 0.1853 × 15.95 = 3.80×10⁻⁴.

The dropped divergence is 1.93×10⁻⁴. Their sum, 5.73×10⁻⁴, is the rate found from the grid dynamics.

**Q:** So half as much again is missing, in a case you chose.

**A:** At that point, yes. Over the packet, the rms ratio of dropped to kept terms is 0.06 at t = 200, 0.27 at t = 400 and 3.1 at t = 800, where the separations are 0.16σ, 0.64σ and 2.56σ. By this rms measure, the local Q term dominates at the onset but not later. The ensemble mean is more sensitive. Without the pair-centre condition and at unequal weights, the drift of the mean population changes the mean ρ₁ρ₂ at the same order as the sorting does. For two Gaussian branches of fixed, equal width, integrating (1 − 2ρ₁) times the Q rate over n by parts gives an initial change of w₁w₂(1 − 6w₁w₂)(Δx/σ)²/2, where the exact one is −(w₁w₂)²(Δx/σ)². At weights 0.7 and 0.3 this is only 62% of the correct drop, and for w₁w₂ < 1/6 the Q term alone even raises the mean mixing at first. Used uncorrected with the grid densities over the whole run, it would shift the population of state 1 by −0.11.

**Q:** Then do the pair-centred trajectories work at all?

**A:** Here are 300 of them, started at rest on evenly spaced quantiles of the Gaussian and with σ frozen, against the grid. Raising the number to 6000 leaves the half-time, the largest deviation, the late mean ρ₁ρ₂, the group velocities and the energy error unchanged to the digits quoted. Three random draws of 300 starting points gave half-times from 18.4 to 19.1 fs and final energy errors from 1.5×10⁻³ to 2.9×10⁻³ hartree. The columns are time, Δx/σ, and the mean of ρ₁ρ₂ from the grid and from the trajectories:

t = 200: 0.16, 0.209, 0.209
t = 400: 0.64, 0.193, 0.194
t = 800: 2.56, 0.067, 0.095
t = 1200: 5.76, 0.002, 0.021

The short-time formula at t = 400 gives 0.21 − 0.21² × 0.64² = 0.192, close to both. The half-times are 16.8 fs on the grid and 18.5 fs for the trajectories. The largest deviation is 0.034, or 16% of the starting value 0.21, but the late tail is too large by a factor of about twelve at t = 1200 (0.0214 against 0.0018 before rounding). The missing term found for equal weights acts in this direction here too.

The mean population stays at 0.700, as the pair-centre condition enforces, and 70% of the trajectories end on branch 1. At the final time t = 1600 the two groups move at 3.19×10⁻³ and −3.17×10⁻³, against branch velocities of ±3.20×10⁻³. Without Q, every trajectory would have gained the same velocity, (0.7 − 0.3) × 3.20×10⁻³ = 1.28×10⁻³, which belongs to neither branch.

**Q:** The output gives the ensemble coherence a half-time of 1.45 fs. Your half-time of 17 fs seems to contradict it.

**A:** It measures something else. The ensemble coherence is the magnitude of the average of C₁*C₂, including its phase. The relative phase grows as ΔF R t/ħ, with ΔF = 0.04, and its average over the initial Gaussian is

exp[−(ΔF tσ)²/(2ħ²)].

This halves at t = √(2 ln 2) ħ/(ΔFσ) = 1.177/0.02 = 59. Both grid and trajectories show 60, the first recorded time below one half, which is 1.45 fs. The mean ρ₁ρ₂ has hardly moved by then: it is still 0.209 at t = 200. The fast decay is dephasing between trajectories and needs no quantum momentum. What Q drives is the later sorting of the trajectories onto single states, which is nearly complete at t = 1600.

**Q:** Is energy conserved?

**A:** Not by these equations in general. In one dimension the mean-field parts cancel in the trajectory energy P²/(2M) + Σ_lρ_lE_l. The Q parts leave

Σ_l (dρ_l/dt|_Q)(vf_l + E_l),

and the condition on the mean populations does not force its average to vanish. In this run the ensemble energy, initially zero, ends at 1.9×10⁻³ hartree, about 4% of the branch kinetic energy of 5.1×10⁻² hartree.

**Q:** What, then, may I claim?

**A:** That exact factorization contains a term in which the quantum momentum multiplies differences of branch phase gradients, and that accumulated forces approximate these differences when the branches start with equal momenta, their momentum fields stay nearly uniform and the W_l vary slowly in space. Branches born at an avoided crossing need not meet the first condition; in the crossing model above the accumulated difference is about half the true one at best. This term starts the sorting of amplitudes that mean-field trajectories lack. Keeping the mean populations right while the sorting proceeds is the task of the pair-centred Q, an added condition that still leaves errors in the late decay and the energy. The remaining printed values are in the numerical output.

Computed results

```
AVOIDED-CROSSING MODEL (atomic units)
mass 2000, start momentum 25, time 260
diabatic a = 0.02, coupling c = 0.01, width 0.5, start x = -3
upper adiabatic population at that time: 0.2567
rms rate, nonadiabatic coupling term: 3.388e-03
rms rate, quantum-momentum term:      3.346e-04
rms rate, second-order D^2 term:      9.618e-05
relative error, exact population law: 1.6e-05
relative error, exact force law:      1.2e-05
TWO-BRANCH MODEL (atomic units)
M = 10000, sigma = 0.5, forces +/-0.02, weights 0.7, 0.3
300 trajectories, time step 2.0, final time 1600
Local rates at t = 400, x = 0.4980:
  Q = 0.7896, rho1 = 0.8147
  phase-gradient difference f1-f2 = 15.9491
  accumulated force difference    = 16.0000
  kept Q term      = 3.8027e-04
  dropped term     = 1.9274e-04
  grid d(rho1)/dt  = 5.7302e-04
t, rms dropped/kept, mean f1-f2, accumulated, law error:
  200  0.064  7.994  8.000  2.2e-05
  400  0.274  15.949  16.000  2.9e-05
  800  3.059  31.601  32.000  5.7e-05
population-1 change from uncorrected Q term: -0.1124
t, separation/sigma, mean rho1*rho2: grid, trajectories
  0  0.00  0.2100  0.2100
  200  0.16  0.2089  0.2089
  400  0.64  0.1930  0.1938
  600  1.44  0.1405  0.1503
  800  2.56  0.0668  0.0950
  1000  4.00  0.0169  0.0497
  1200  5.76  0.0018  0.0214
  1400  7.84  0.0001  0.0077
  1600  10.24  0.0000  0.0023
largest deviation of mean rho1*rho2: 0.0339
half-time of rho1*rho2, grid: 696 au = 16.84 fs
half-time of rho1*rho2, trajectories: 764 au = 18.48 fs
half-time of ensemble coherence, grid: 60 au = 1.45 fs
half-time of ensemble coherence, trajectories: 60 au = 1.45 fs
largest deviation of ensemble coherence: 0.0014
final mean population 1: 0.70000
fraction of trajectories on branch 1: 0.7000
branch speed F*t/M: 3.200e-03
trajectory group velocities: 3.186e-03, -3.168e-03
single mean-field velocity without Q: 1.280e-03
mean energy error: 1.939e-03 hartree
branch kinetic energy: 5.120e-02 hartree
```
